# Unpolarised identical particles: spin-averaged interference and 90° Coulomb scattering

## Problem

Two identical particles of spin $s$ collide in their centre-of-mass frame. The motion is nonrelativistic, the interaction is central and independent of spin, and the two beams are unpolarised and uncorrelated. Let $f(\theta)$ be the scattering amplitude that the same interaction would give for distinguishable particles of the same mass. A detector at angle $\theta$ counts either particle.

(a) Show that

$$\frac{d\sigma}{d\Omega}=|f(\theta)|^2+|f(\pi-\theta)|^2+\frac{(-1)^{2s}}{2s+1}\,2\,\mathrm{Re}\,[f(\theta)f^*(\pi-\theta)].$$

(b) Obtain the same result by sorting the spin states according to total spin $S$.

(c) Derive $f(\theta)$ for the Coulomb repulsion of two particles of charge $q$.

(d) Evaluate the Coulomb cross section at $90^\circ$ for $s=0,\tfrac12,1$. As a numerical case take point particles with charge $e$, the electron mass and total centre-of-mass kinetic energy $E=10$ eV.

## Solution

### (a) Counting particles at the detector

Write $\tilde f=f(\pi-\theta)$ and $\varepsilon=(-1)^{2s}$. The spin-statistics rule, taken here as a postulate, says that the state is multiplied by $\varepsilon$ when the two particles are exchanged: $+1$ for integer $s$, $-1$ for half-integer $s$.

In $|\mathbf k\,m_1;-\mathbf k\,m_2\rangle$ the first entry belongs to particle 1 and the second to particle 2. All spin projections refer to one fixed axis. The normalised initial state with the required symmetry is

$$|\text{in}\rangle=\frac{1}{\sqrt2}\Big(|\mathbf k\,m_1;-\mathbf k\,m_2\rangle+\varepsilon\,|{-\mathbf k}\,m_2;\mathbf k\,m_1\rangle\Big).$$

The two terms are orthogonal even for $m_1=m_2$, because their momenta differ. This fixes the factor $1/\sqrt2$.

Let the detector lie in the direction of $\mathbf k'$, at angle $\theta$ to $\mathbf k$. A particle going from $\mathbf k$ to $\mathbf k'$, or from $-\mathbf k$ to $-\mathbf k'$, turns through $\theta$ and contributes $f$. One going from $\mathbf k$ to $-\mathbf k'$, or from $-\mathbf k$ to $\mathbf k'$, turns through $\pi-\theta$ and contributes $\tilde f$. The spins are unchanged, so the part of the scattered state with momenta $\pm\mathbf k'$ is

$$\begin{aligned}\frac{1}{\sqrt2}\Big(&f\,|\mathbf k'm_1;-\mathbf k'm_2\rangle+\varepsilon\tilde f\,|\mathbf k'm_2;-\mathbf k'm_1\rangle\\&+\tilde f\,|{-\mathbf k'}m_1;\mathbf k'm_2\rangle+\varepsilon f\,|{-\mathbf k'}m_2;\mathbf k'm_1\rangle\Big).\end{aligned}$$

In the first line particle 1 reaches the detector. Since $\langle m_1m_2|m_2m_1\rangle=\delta_{m_1m_2}$, the squared norm of that line is

$$\tfrac12\left[|f|^2+|\tilde f|^2+2\varepsilon\,\delta_{m_1m_2}\mathrm{Re}(f\tilde f^*)\right].$$

In the second line particle 2 reaches the detector, and the squared norm is the same. Either event is counted, so the two are added:

$$\left(\frac{d\sigma}{d\Omega}\right)_{m_1m_2}=|f|^2+|\tilde f|^2+2\varepsilon\,\delta_{m_1m_2}\mathrm{Re}(f\tilde f^*).$$

For equal projections this is $|f+\varepsilon\tilde f|^2$. For different projections the final spins show which incoming particle went where, and the interference vanishes.

In unpolarised, uncorrelated beams each of the $(2s+1)^2$ pairs $(m_1,m_2)$ has the same probability. Of these pairs, $2s+1$ have $m_1=m_2$, so the average of the Kronecker symbol is

$$\frac{1}{(2s+1)^2}\sum_{m_1,m_2}\delta_{m_1m_2}=\frac{2s+1}{(2s+1)^2}=\frac1{2s+1}.$$

This proves the formula in (a). The sign comes from statistics, and the factor $1/(2s+1)$ is the probability that the two spin projections agree.

The choice of axis does not matter. For beams in arbitrary pure spin states $\chi$ and $\varphi$, the same calculation replaces $\delta_{m_1m_2}$ by $|\langle\chi|\varphi\rangle|^2$. If $\varphi$ is averaged over a complete basis,

$$\frac1{2s+1}\sum_m|\langle\chi|m\rangle|^2=\frac1{2s+1}$$

for every $\chi$. It is therefore enough that one of the two beams is unpolarised. If both are polarised, the factor can be different: for two beams in the same pure spin state it is $\varepsilon$.

The condition $m_1=m_2$ can also be read in terms of helicity, the spin projection along a particle's own momentum. With the spin axis along $\mathbf k$, the helicities are $\lambda_1=m_1$ and $\lambda_2=-m_2$, because the second particle moves the opposite way. Equal projections on the common axis thus mean opposite helicities.

Each collision sends one particle along $\mathbf k'$ and one along $-\mathbf k'$. An integral over the full sphere would count it twice, so the number of collisions follows from half the sphere.

### (b) The same result from total spin

Let $W$ exchange the two spins. It commutes with the total spin, and each $S=0,1,\dots,2s$ occurs once. Hence $W|SM\rangle=w_S|SM\rangle$, where $w_S$ does not depend on $M$ because $W$ commutes with the lowering operator.

To find $w_S$, take the trace of $W$ over the states with $M=2s-n$, where $0\le n\le 2s$. In the product basis these are $|s-j,\,s-n+j\rangle$ with $j=0,\dots,n$. Only a state with equal projections contributes to the trace. There is one such state if $n$ is even and none if $n$ is odd. In the total-spin basis the same subspace holds one state from each of $S=2s,2s-1,\dots,2s-n$. Therefore

$$\sum_{j=0}^{n}w_{2s-j}=\begin{cases}1,&n\text{ even}\\0,&n\text{ odd.}\end{cases}$$

Subtracting the relation for $n-1$ from that for $n$ gives $w_{2s-n}=(-1)^n$, so

$$w_S=(-1)^{2s-S}.$$

The spatial exchange sign $p$ must satisfy $p\,w_S=(-1)^{2s}$. This gives $p=(-1)^S$ for bosons and fermions alike. The spatial state is $(|\mathbf k;-\mathbf k\rangle+p\,|{-\mathbf k};\mathbf k\rangle)/\sqrt2$. Its amplitude for particle 1 to arrive at the detector is $(f+p\tilde f)/\sqrt2$, and the amplitude for particle 2 has the same modulus. Together they give $|f+p\tilde f|^2$.

A fraction $(2S+1)/(2s+1)^2$ of the spin states has total spin $S$, so

$$\frac{d\sigma}{d\Omega}=\sum_{S=0}^{2s}\frac{2S+1}{(2s+1)^2}\,\big|f+(-1)^S\tilde f\big|^2.$$

The weights add up to 1, which gives the term $|f|^2+|\tilde f|^2$. The interference needs the alternating sum

$$A_N=\sum_{S=0}^{N}(-1)^S(2S+1)=(-1)^N(N+1).$$

This holds for $N=0$. If it holds for $N$, then

$$A_{N+1}=(-1)^{N+1}\left[-(N+1)+(2N+3)\right]=(-1)^{N+1}(N+2),$$

so it holds for $N+1$. With $N=2s$ the coefficient of $2\,\mathrm{Re}(f\tilde f^*)$ is

$$\frac{(-1)^{2s}(2s+1)}{(2s+1)^2}=\frac{(-1)^{2s}}{2s+1},$$

in agreement with (a).

### (c) The Coulomb amplitude

Let $C=q^2/(4\pi\varepsilon_0)$, let $\mu$ be the reduced mass and $v$ the relative speed, and define

$$k=\frac{\mu v}{\hbar},\qquad \eta=\frac{C}{\hbar v},\qquad E=\tfrac12\mu v^2.$$

Since $2\mu C/\hbar^2=2\eta k$, the Schrödinger equation for the relative motion is

$$\nabla^2\psi+k^2\psi-\frac{2\eta k}{r}\psi=0.$$

Try $\psi=e^{ikz}g(u)$ with $u=r-z=r(1-\cos\theta)$. The derivatives of $u$ are

$$|\nabla u|^2=2(1-\cos\theta)=\frac{2u}{r},\qquad \nabla^2u=\frac2r,\qquad \partial_zu=\cos\theta-1=-\frac ur.$$

The factor $e^{ikz}$ cancels the term $k^2\psi$ and leaves $\nabla^2g+2ik\,\partial_zg-(2\eta k/r)g=0$, that is

$$\frac{2u}{r}g''+\frac2rg'-\frac{2iku}{r}g'-\frac{2\eta k}{r}g=0.$$

Multiplying by $r/2$ gives

$$u\,g''+(1-iku)\,g'-\eta k\,g=0.$$

With $w=iku$, division by $ik$ turns this into

$$w\frac{d^2g}{dw^2}+(1-w)\frac{dg}{dw}-a\,g=0,\qquad a=-i\eta.$$

This is Kummer's equation. The solution regular at $u=0$ is

$$g={}_1F_1(a;1;w)=\sum_{n}\frac{(a)_n}{(n!)^2}w^n,\qquad (a)_n=a(a+1)\cdots(a+n-1).$$

The second solution contains $\ln u$ and is singular along the whole forward axis, so it is rejected.

The behaviour at large $u$ follows from the integral

$${}_1F_1(a;1;w)=\frac1{2\pi i}\oint e^{wt}\,t^{a-1}(t-1)^{-a}\,dt,$$

taken counterclockwise around $t=0$ and $t=1$. To verify it, expand $t^{a-1}(t-1)^{-a}=\sum_n (a)_n\,t^{-n-1}/n!$ for $|t|>1$ and collect the residues with $e^{wt}$. This reproduces the series.

Put $w=i\kappa$ with $\kappa=ku$ large. The factor $e^{i\kappa t}$ decays for $\mathrm{Im}\,t\to+\infty$, so the contour can be opened at the top and drawn onto two vertical cuts that start at $t=0$ and $t=1$. Near each end point the other factor is replaced by its value there, and Hankel's integral

$$\frac1{\Gamma(b)}=\frac1{2\pi i}\int e^\tau\tau^{-b}\,d\tau$$

is used, with the path coming from $-\infty$, passing counterclockwise around 0 and returning.

- Near $t=0$ set $t=\tau/(i\kappa)$. This point is reached by passing below $t=1$, so $t-1$ has phase $-\pi$ and $(t-1)^{-a}\to e^{i\pi a}$. The contribution is $e^{i\pi a}(i\kappa)^{-a}/\Gamma(1-a)=e^{\pi\eta/2}\kappa^{i\eta}/\Gamma(1+i\eta)$.
- Near $t=1$ set $t=1+\tau/(i\kappa)$, where $t^{a-1}\to1$. The contribution is $e^{i\kappa}(i\kappa)^{a-1}/\Gamma(a)=-i\,e^{\pi\eta/2}e^{i\kappa}\kappa^{-1-i\eta}/\Gamma(-i\eta)$.

Multiply $\psi$ by $\Gamma(1+i\eta)e^{-\pi\eta/2}$, so that the incident part has unit modulus, and use $e^{ikz}e^{iku}=e^{ikr}$:

$$\psi\to e^{i[kz+\eta\ln(ku)]}-i\,\frac{\Gamma(1+i\eta)}{\Gamma(-i\eta)}\,\frac{e^{ikr}}{(ku)^{1+i\eta}}.$$

From $\Gamma(1-i\eta)=-i\eta\,\Gamma(-i\eta)$ the prefactor of the second term is $(-i)(-i\eta)\Gamma(1+i\eta)/\Gamma(1-i\eta)=-\eta\,e^{2i\sigma_0}$, where $\sigma_0=\arg\Gamma(1+i\eta)$. With $ku=2kr\sin^2(\theta/2)$ the outgoing wave becomes $f(\theta)\,e^{i[kr-\eta\ln(2kr)]}/r$, where

$$f(\theta)=-\frac{\eta}{2k\sin^2(\theta/2)}\exp\!\left[-i\eta\ln\sin^2\frac\theta2+2i\sigma_0\right].$$

The phase $\eta\ln(2kr)$ reflects the long range of the force. It does not depend on angle, so it cancels in $f\tilde f^*$. Each of the two waves is given here by its leading term only. Keeping the next term of $(t-1)^{-a}=e^{i\pi a}(1+at+\dots)$ near $t=0$ multiplies the incident wave by $1-i\eta^2/(ku)$. This correction falls off as $1/r$, like the scattered wave, but it carries the phase $e^{ikz}$ and not $e^{ikr}$, so it belongs to the distorted incident wave and does not change $f$. The separation into two waves requires large $ku$, with $ku\gg\eta^2$ as well, and therefore fails on the forward axis.

### (d) The cross section at 90°

Replacing $\theta$ by $\pi-\theta$ turns $\sin^2(\theta/2)$ into $\cos^2(\theta/2)$. The common phase $2\sigma_0$ cancels, and

$$\mathrm{Re}(f\tilde f^*)=\frac{\eta^2}{4k^2}\,\frac{\cos[\eta\ln\tan^2(\theta/2)]}{\sin^2(\theta/2)\cos^2(\theta/2)}.$$

Inserting this in the formula of part (a) gives

$$\frac{d\sigma}{d\Omega}=\frac{\eta^2}{4k^2}\left[\frac1{\sin^4\frac\theta2}+\frac1{\cos^4\frac\theta2}+\frac{2(-1)^{2s}}{2s+1}\,\frac{\cos(\eta\ln\tan^2\frac\theta2)}{\sin^2\frac\theta2\cos^2\frac\theta2}\right].$$

At $90^\circ$, $\sin^2(\theta/2)=\cos^2(\theta/2)=\tfrac12$ and the logarithm is zero. The bracket is $4+4+8(-1)^{2s}/(2s+1)$. Also

$$\frac\eta k=\frac{C}{\hbar v}\,\frac{\hbar}{\mu v}=\frac{C}{\mu v^2}=\frac C{2E}.$$

The result is

$$\frac{d\sigma}{d\Omega}(90^\circ)=\left(\frac{C}{2E}\right)^2 2\left[1+\frac{(-1)^{2s}}{2s+1}\right],\qquad |f(90^\circ)|^2=\left(\frac C{2E}\right)^2.$$

For the numerical case $C=14.3996$ eV Å, so

$$\frac C{2E}=\frac{14.3996\ \text{eV Å}}{20\ \text{eV}}=0.7200\ \text{Å},\qquad |f(90^\circ)|^2=0.5184\ \text{Å}^2/\text{sr}.$$

As a check on the closed form, a convergent rearrangement of the Coulomb partial-wave series also gives $0.5184$ Å²/sr. The three cross sections are:

| $s$ | $(-1)^{2s}/(2s+1)$ | $d\sigma/d\Omega$ in units of $\lvert f\rvert^2$ | $d\sigma/d\Omega$ (Å²/sr) |
|---|---|---|---|
| 0 | $+1$ | 4 | 2.0735 |
| 1/2 | $-1/2$ | 1 | 0.5184 |
| 1 | $+1/3$ | 8/3 | 1.3823 |

The $s=\tfrac12$ row describes electron–electron scattering without magnetic and relativistic corrections. The relative speed, $v/c=0.00885$, is small enough for the nonrelativistic treatment to be reasonable. The other two rows are hypothetical particles that differ from the electron in spin alone.

**Reading the numbers.** Without interference the detector would register $2|f|^2=1.0367$ Å²/sr. The actual values are 2, 1/2 and 4/3 times this. Part (b) shows where the factors come from. At $90^\circ$ the amplitudes $f$ and $\tilde f$ are equal, so states of odd $S$ give zero and states of even $S$ give $4|f|^2$:

- For $s=0$ only $S=0$ exists, and the result is $4|f|^2$.
- For $s=\tfrac12$ the singlet has weight $1/4$, and the result is $\tfrac14\cdot4|f|^2=|f|^2$. The triplet vanishes, but the unpolarised cross section does not.
- For $s=1$ the even values $S=0$ and $S=2$ have weight $(1+5)/9=2/3$, and the result is $\tfrac23\cdot4|f|^2=\tfrac83|f|^2$.

**Large spin.** As $s$ grows, $1/(2s+1)$ tends to zero and the cross section approaches $2|f|^2$. Two unpolarised particles then rarely have the same spin projection, so their paths can nearly always be told apart.

**Large $\eta$.** Planck's constant has dropped out of the $90^\circ$ result, yet the interference remains. The classical value is recovered through the width of the detector. For $\theta=\pi/2+\delta$ with small $\delta$, $\ln\tan^2(\theta/2)\approx2\delta$, so the interference varies as $\cos(2\eta\delta)$, with period $\pi/\eta$ in angle. When $\eta\gg1$, a detector much wider than $\pi/\eta$, but narrow enough for $|f|$ to be nearly constant across it, averages the cosine to zero and registers $2|f|^2$. In the numerical case $\eta=0.8248$. The cosine then varies slowly near $90^\circ$, and a detector of modest width sees the full interference.

**Conditions.** The factor $(-1)^{2s}/(2s+1)$ is guaranteed when the forces are spin-independent, at least one beam is unpolarised and the spins of the two beams are uncorrelated. If the force depends on spin only through the total spin $S$, each $S$ has its own amplitude and the sum in (b) no longer reduces to a single $f$. Spin–orbit and tensor forces can also change the spin state during the collision, and then one amplitude for each $S$ is not enough. The ratios 2, 1/2 and 4/3 at $90^\circ$ do not depend on the Coulomb law: they follow from $f=\tilde f$ and hold for any central, spin-independent interaction with $f(90^\circ)\neq0$. The values in Å²/sr do depend on it, and an additional short-range force between the particles would in general change them. The numerical output below lists the values used here.

## Calculated quantities

```
Centre-of-mass kinetic energy E = 10.0 eV
Coulomb constant C = 14.3996 eV angstrom
Relative speed v/c = 0.00885 (dimensionless)
Relative wave number k = 1.1456 1/angstrom
Coulomb parameter eta = 0.8248 (dimensionless)
Length C/(2E) = 0.7200 angstrom
|f(90 deg)|^2, closed form = 0.5184 angstrom^2/sr
|f(90 deg)|^2, partial waves = 0.5184 angstrom^2/sr
Sum without interference, 2|f|^2 = 1.0367 angstrom^2/sr
s = 0.0: interference factor = +1.0000 (dimensionless)
s = 0.0: cross section at 90 deg = 2.0735 angstrom^2/sr
s = 0.0: same, by particle counting = 2.0735 angstrom^2/sr
s = 0.0: ratio to |f|^2 = 4.0000 (dimensionless)
s = 0.0: ratio to 2|f|^2 = 2.0000 (dimensionless)
s = 0.5: interference factor = -0.5000 (dimensionless)
s = 0.5: cross section at 90 deg = 0.5184 angstrom^2/sr
s = 0.5: same, by particle counting = 0.5184 angstrom^2/sr
s = 0.5: ratio to |f|^2 = 1.0000 (dimensionless)
s = 0.5: ratio to 2|f|^2 = 0.5000 (dimensionless)
s = 1.0: interference factor = +0.3333 (dimensionless)
s = 1.0: cross section at 90 deg = 1.3823 angstrom^2/sr
s = 1.0: same, by particle counting = 1.3823 angstrom^2/sr
s = 1.0: ratio to |f|^2 = 2.6667 (dimensionless)
s = 1.0: ratio to 2|f|^2 = 1.3333 (dimensionless)
```
